# Correlation of induced gate noise and drain noise in long-channel transistors: a program that tests the result

```python
"""Test the correlation c = +j*sqrt(5/32) of induced gate and drain noise.

The transistor is long, saturated, and has local thermal channel noise.
Currents enter the gate and drain; time dependence is exp(+j*omega*t).
c = S(gate, conjugate drain) / sqrt(S_gate * S_drain).
Normalized symbols: s = position/length, u = local overdrive/source overdrive,
p(u) = u plus diffusion voltage/source overdrive,
Omega = angular frequency * length^2 / (mobility * source overdrive).
Spectra of the network are in units of 4*k*T*g_d0.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def close(value, expected, rel):
    return abs(value - expected) <= rel * abs(expected)


def drift(u):
    return u


def correlation_from_averages(p, u_end):
    """Magnitude of c from length averages, using ds proportional to p du."""
    norm = quad(p, u_end, 1)[0]

    def average(f):
        return quad(lambda u: f(u) * p(u), u_end, 1)[0] / norm

    mean = average(lambda u: u)
    variance = average(lambda u: (u - mean)**2)
    gate = average(lambda u: u * (u - mean)**2)
    return variance / np.sqrt(mean * gate)


def channel_network(p, u_end, Omega, cells=400):
    """Solve continuity with independent thermal sources in all segments."""
    u = np.linspace(1, u_end, cells + 1)
    du = (1 - u_end) / cells
    mid = (u[:-1] + u[1:]) / 2
    norm = quad(p, u_end, 1)[0]
    h = du * (p(u[:-1]) + 4*p(mid) + p(u[1:])) / (6 * norm)
    weighted = du * (u[:-1]*p(u[:-1]) + 4*mid*p(mid)
                     + u[1:]*p(u[1:])) / (6 * norm)
    source_variance = weighted / h**2
    storage = du / norm
    matrix = np.diag(1j*Omega*storage + 1/h[:-1] + 1/h[1:])
    matrix += np.diag(-1/h[1:-1], 1) + np.diag(-1/h[1:-1], -1)
    sources = np.zeros((cells - 1, cells + 1), dtype=complex)
    rows = np.arange(cells - 1)
    sources[rows, rows] = 1
    sources[rows, rows + 1] = -1
    # The last column is a unit gate voltage instead of a noise source.
    sources[0, -1] = p(u[0]) / h[0]
    sources[-1, -1] += p(u[-1]) / h[-1]
    response = np.linalg.solve(matrix, sources)
    noise = response[:, :-1]
    gate = 1j * Omega * storage * noise.sum(axis=0)
    drain = noise[-1] / h[-1]
    drain[-1] += 1
    s_gate = np.sum(abs(gate)**2 * source_variance)
    s_drain = np.sum(abs(drain)**2 * source_variance)
    s_cross = np.sum(gate * drain.conj() * source_variance)
    end_charge = (p(u[0]) + p(u[-1])) / 2
    y_gate = 1j*Omega*storage*(response[:, -1].sum() + end_charge)
    c = s_cross / np.sqrt(s_gate * s_drain)
    return s_gate, s_drain, s_cross, c, y_gate


def check_local_source(p, u_end, body, first, last):
    """Compare a nonlinear solution with the predicted charge response."""
    v_end = (1 - u_end) / body

    def conductance(v):
        return p(1 - body*v)

    current0 = quad(conductance, 0, v_end)[0]
    v1, v2 = first*v_end, last*v_end
    s1 = quad(conductance, 0, v1)[0] / current0
    s2 = quad(conductance, 0, v2)[0] / current0

    def integrate(current, source):
        state = np.zeros(2)
        for a, z, local in ((0, s1, 0), (s1, s2, source), (s2, 1, 0)):
            solution = solve_ivp(
                lambda s, x: [(current-local)/conductance(x[0]), x[0]],
                (a, z), state, method="DOP853", rtol=1e-11, atol=1e-13)
            assert solution.success
            state = solution.y[:, -1]
        return state

    step = 1e-4
    results = []
    for source in (step, -step):
        current = brentq(lambda i: integrate(i, source)[0] - v_end,
                         current0 - 2*step, current0 + 2*step, xtol=1e-14)
        results.append((current, integrate(current, source)[1]))
    current_response = (results[0][0] - results[1][0]) / (2*step)
    charge_response = -(results[0][1] - results[1][1]) / (2*step)
    mean_v = quad(lambda v: v*conductance(v), 0, v_end)[0] / current0
    predicted = quad(lambda v: (mean_v-v)*conductance(v), v1, v2)[0]
    predicted /= current0**2
    assert close(current_response, s2 - s1, 1e-4)
    assert close(charge_response, predicted, 1e-3)


# Exact saturated integrals, starting from the nested charge response.
y, local_y = sp.symbols("y local_y", positive=True)
mean_part = sp.integrate((1-y**2)/y * 2*y, (y, 0, 1))
local_part = sp.integrate(2, (y, 0, local_y))
charge_kernel = local_part - mean_part
drain_factor = sp.integrate(local_y * 2*local_y, (local_y, 0, 1))
gate_factor = sp.integrate(2*local_y**2 * charge_kernel**2, (local_y, 0, 1))
cross_factor = sp.integrate(2*local_y**2 * charge_kernel, (local_y, 0, 1))
c_squared = sp.simplify(cross_factor**2 / (gate_factor*drain_factor))
assert drain_factor == sp.Rational(2, 3)
assert gate_factor == sp.Rational(16, 135)
assert cross_factor == sp.Rational(1, 9)
assert c_squared == sp.Rational(5, 32)
c_limit = float(sp.sqrt(c_squared))

# Low-frequency network in saturation and near zero drain bias.
small = 0.01
sg, sd, sx, c_small, yg = channel_network(drift, 0, small)
assert close(sg, 16*small**2/135, 5e-4)
assert close(sd, 2/3, 5e-4)
assert close(sx.imag, small/9, 5e-4)
assert close(c_small.imag, np.sqrt(5/32), 5e-4)
assert close(yg.imag, 2*small/3, 5e-4)
assert close(yg.real, 4*small**2/45, 5e-4)
noise_ratio_sat = sg / yg.real
c_double = channel_network(drift, 0, 2*small)[3]
assert close(c_double.real/c_small.real, 2, 0.01)
near_zero = channel_network(drift, 0.999, small)
noise_ratio_zero = near_zero[0] / near_zero[4].real
assert close(noise_ratio_zero, 1, 2e-3)
assert abs(near_zero[3]) < 2e-3

bias_table = []
for drain_bias in (0.25, 0.50, 0.75, 1.00):
    u_end = 1 - drain_bias
    value = correlation_from_averages(drift, u_end)
    network_value = channel_network(drift, u_end, small)[3].imag
    assert close(value, network_value, 1e-3)
    bias_table.append((drain_bias, value))

# Rough germanium example; all calculations below use SI units.
T = 300.0
length, width, oxide = 5e-6, 100e-6, 5e-9
overdrive, drain_voltage, frequency = 0.5, 1.0, 10e6
mobility, saturation_velocity = 300e-4, 6e4
oxide_permittivity, ge_permittivity = 3.9, 16.0
mass_ratio, doping, band_bending = 0.08, 1e22, 0.3
cap_area = oxide_permittivity * const.epsilon_0 / oxide
total_cap = width * length * cap_area
cgs = 2*total_cap/3
gd0 = mobility*width*cap_area*overdrive/length
bias_current = gd0*overdrive/2
omega = 2*np.pi*frequency
Omega = omega*length**2/(mobility*overdrive)
thermal = 4*const.k*T
gate_conductance = omega**2*cgs**2/(5*gd0)
s_drain = thermal*2*gd0/3
s_gate = thermal*4*gate_conductance/3
s_cross = thermal*omega*cgs/6
full = channel_network(drift, 0, Omega)
assert close(full[0]*thermal*gd0, s_gate, 0.01)
assert close(full[1]*thermal*gd0, s_drain, 0.01)
assert close(full[2].imag*thermal*gd0, s_cross, 0.01)

# Diffusion, with classical and single-valley Fermi statistics.
thermal_voltage = const.k*T/const.e
phi = thermal_voltage/overdrive
state_density = mass_ratio*const.m_e/(np.pi*const.hbar**2)
thermal_density = state_density*const.k*T
degeneracy_voltage = const.e*thermal_density/cap_area
sheet_density = cap_area*overdrive/const.e


def classical(u):
    return u + phi


def degenerate_voltage(u):
    ratio = u*overdrive/degeneracy_voltage + 1e-12
    return phi*ratio/(-np.expm1(-ratio))


def degenerate(u):
    return u + degenerate_voltage(u)


c_classical = correlation_from_averages(classical, 0)
c_degenerate = correlation_from_averages(degenerate, 0)
for p, value in ((classical, c_classical), (degenerate, c_degenerate)):
    assert close(channel_network(p, 0, small)[3].imag, value, 1e-3)

# Other neglected effects, at the example's operating point.
depletion = np.sqrt(2*ge_permittivity*const.epsilon_0*band_bending
                    / (const.e*doping))
body_factor = 1 + ge_permittivity*const.epsilon_0/(depletion*cap_area)
field_ratio = overdrive*mobility/(length*saturation_velocity)
high_field_length = length*(field_ratio/2)**2
pinch_length = np.sqrt(2*ge_permittivity*const.epsilon_0
                       * (drain_voltage-overdrive)/(const.e*doping))
oxide_field = (cap_area*overdrive + const.e*doping*depletion)
oxide_field /= oxide_permittivity*const.epsilon_0
gate_leak = s_gate/(2*const.e)
drain_leak = s_drain/(2*const.e)
gate_resistance = s_gate/(thermal*omega**2*cgs**2)

for first, last in ((0.05, 0.15), (0.70, 0.85)):
    check_local_source(drift, 0.3, 1.0, first, last)
    check_local_source(drift, 0.3, body_factor, first, last)
    check_local_source(classical, 0.1, 1.0, first, last)
    check_local_source(degenerate, 0.1, 1.0, first, last)

print(f"Exact |c|^2 = {c_squared}; |c| = {c_limit:.6f}")
print(f"Exact drain, gate, cross factors = {drain_factor}, "
      f"{gate_factor}, {cross_factor}")
print(f"Network c at Omega=0.01 = {c_small.real:.6f} {c_small.imag:+.6f}j")
print(f"Gate noise / Nyquist noise, saturated = {noise_ratio_sat:.5f}")
print(f"Gate noise / Nyquist noise, near zero bias = {noise_ratio_zero:.5f}")
for bias, value in bias_table:
    print(f"V_DS/U = {bias:.2f}: |c| = {value:.5f}")
print("Rough germanium n-channel example")
print(f"Temperature = {T:.0f} K")
print(f"Length, width = {length*1e6:.1f}, {width*1e6:.1f} um")
print(f"Oxide-equivalent thickness = {oxide*1e9:.1f} nm")
print(f"Overdrive, drain bias = {overdrive:.2f}, {drain_voltage:.2f} V")
print(f"Mobility = {mobility*1e4:.0f} cm2/Vs")
print(f"Saturation velocity = {saturation_velocity*100:.1e} cm/s")
print(f"Relative permittivity, oxide and Ge = "
      f"{oxide_permittivity:.1f}, {ge_permittivity:.1f}")
print(f"In-plane electron mass / free mass = {mass_ratio:.2f}")
print(f"Doping = {doping*1e-6:.1e} cm^-3")
print(f"Surface band bending = {band_bending:.2f} V")
print(f"Frequency = {frequency/1e6:.1f} MHz; Omega = {Omega:.5f}")
print(f"Capacitance per area = {cap_area*100:.4f} uF/cm2")
print(f"Total gate capacitance WLC = {total_cap*1e12:.4f} pF")
print(f"C_gs = {cgs*1e12:.4f} pF")
print(f"g_d0 = {gd0*1e3:.4f} mS; drain current = {bias_current*1e3:.4f} mA")
print(f"Gate conductance g_g = {gate_conductance*1e6:.4f} uS")
print(f"Drain noise S_dd = {s_drain:.4e} A2/Hz")
print(f"Gate noise S_gg = {s_gate:.4e} A2/Hz")
print(f"Imaginary cross-spectrum = {s_cross:.4e} A2/Hz")
print(f"Drain noise current = {np.sqrt(s_drain)*1e12:.4f} pA/sqrt(Hz)")
print(f"Gate noise current = {np.sqrt(s_gate)*1e12:.4f} pA/sqrt(Hz)")
print(f"Correlated share of gate noise power = {100*c_limit**2:.3f} %")
print(f"c at example frequency = {full[3].real:.5f} {full[3].imag:+.5f}j")
print(f"Thermal voltage / overdrive = {phi:.5f}")
print(f"|c| with classical diffusion = {c_classical:.5f}")
print(f"|c| with degenerate diffusion = {c_degenerate:.5f}")
print(f"Source sheet density = {sheet_density*1e-4:.3e} cm^-2")
print(f"Thermal density of one valley = {thermal_density*1e-4:.3e} cm^-2")
print(f"Source diffusion voltage / thermal voltage = "
      f"{degenerate_voltage(1.0)/phi:.4f}")
print(f"Body factor = {body_factor:.4f}")
print(f"Mean field / velocity-saturation field = {field_ratio:.4f}")
print(f"Length above that field = {high_field_length*1e9:.3f} nm")
print(f"Drain shortening estimate = {pinch_length*1e9:.1f} nm, "
      f"{100*pinch_length/length:.2f} % of length")
print(f"Source-end oxide field = {oxide_field*1e-8:.4f} MV/cm")
print(f"Gate leakage with equal shot noise = {gate_leak*1e6:.4f} uA")
print(f"Drain leakage with equal shot noise = {drain_leak*1e6:.3f} uA")
print(f"Gate resistance with equal noise = {gate_resistance:.2f} ohm")
print("done: every assertion held")
```

Output:

```
Exact |c|^2 = 5/32; |c| = 0.395285
Exact drain, gate, cross factors = 2/3, 16/135, 1/9
Network c at Omega=0.01 = -0.001656 +0.395283j
Gate noise / Nyquist noise, saturated = 1.33334
Gate noise / Nyquist noise, near zero bias = 1.00000
V_DS/U = 0.25: |c| = 0.08197
V_DS/U = 0.50: |c| = 0.18603
V_DS/U = 0.75: |c| = 0.30875
V_DS/U = 1.00: |c| = 0.39528
Rough germanium n-channel example
Temperature = 300 K
Length, width = 5.0, 100.0 um
Oxide-equivalent thickness = 5.0 nm
Overdrive, drain bias = 0.50, 1.00 V
Mobility = 300 cm2/Vs
Saturation velocity = 6.0e+06 cm/s
Relative permittivity, oxide and Ge = 3.9, 16.0
In-plane electron mass / free mass = 0.08
Doping = 1.0e+16 cm^-3
Surface band bending = 0.30 V
Frequency = 10.0 MHz; Omega = 0.10472
Capacitance per area = 0.6906 uF/cm2
Total gate capacitance WLC = 3.4531 pF
C_gs = 2.3021 pF
g_d0 = 2.0719 mS; drain current = 0.5180 mA
Gate conductance g_g = 2.0196 uS
Drain noise S_dd = 2.2884e-23 A2/Hz
Gate noise S_gg = 4.4614e-26 A2/Hz
Imaginary cross-spectrum = 3.9941e-25 A2/Hz
Drain noise current = 4.7838 pA/sqrt(Hz)
Gate noise current = 0.2112 pA/sqrt(Hz)
Correlated share of gate noise power = 15.625 %
c at example frequency = -0.01734 +0.39515j
Thermal voltage / overdrive = 0.05170
|c| with classical diffusion = 0.42470
|c| with degenerate diffusion = 0.42202
Source sheet density = 2.155e+12 cm^-2
Thermal density of one valley = 8.639e+11 cm^-2
Source diffusion voltage / thermal voltage = 2.7191
Body factor = 1.0891
Mean field / velocity-saturation field = 0.0500
Length above that field = 3.125 nm
Drain shortening estimate = 297.4 nm, 5.95 % of length
Source-end oxide field = 1.1069 MV/cm
Gate leakage with equal shot noise = 0.1392 uA
Drain leakage with equal shot noise = 71.416 uA
Gate resistance with equal noise = 128.71 ohm
done: every assertion held
```
